Electron temperature that maximizes attachment through a narrow resonance

**The situation**

In the off phase of a pulsed low-pressure etch plasma, the electrons cool from a few eV towards the gas temperature. While they cool, some are captured by molecules. If the captured electron breaks a bond, the products are a radical and a negative ion:

AB + e⁻ → A + B⁻

Consider a model gas in which capture occurs through one resonance, centred at electron energy E₀ = 0.30 eV. The cross section σ(E) is confined to a narrow band around E₀, with no appreciable tails and no separate attachment near zero energy. Its strength is the energy integral

S = ∫ σ(E) dE = 1.0×10⁻¹⁷ cm² eV,

averaged over the populations of the molecular states. The gas stays at 300 K, and we assume that electron impact does not appreciably excite its vibrations. These populations, and with them S, are therefore held fixed. The electrons form a dilute gas with a Maxwell distribution at temperature T.

Further data: partial pressure of the attaching gas 1.0 mTorr, molecular mass 100 u, vibrational quantum 0.08 eV, k_B = 8.617×10⁻⁵ eV/K. These are round model values; no particular molecule is meant. The electron mass is m, and E = mv²/2.

**Part (a)**

*Write the rate coefficient k(T) = ⟨σv⟩ as an integral over electron energy. Justify treating the molecules as being at rest.*

**Answer.** The Maxwell velocity density is

F(v) = (m/2πk_BT)^(3/2) exp(−mv²/2k_BT).

The fraction of electrons with speed between v and v + dv is F(v) 4πv² dv, because the velocities with that speed fill a spherical shell. Let f(E) dE be the same fraction in terms of energy. From E = mv²/2 we have dE = mv dv and v = √(2E/m), so

v² dv = v dE/m = √2 m^(−3/2) √E dE.

Inserting this, the powers of m cancel:

f(E) = 4π√2 (2πk_BT)^(−3/2) √E exp(−E/k_BT).

The numerical factor is 4π√2/(2π)^(3/2) = 4π√2/(2√2 π^(3/2)) = 2/√π. Hence

f(E) = (2/√π) (k_BT)^(−3/2) √E exp(−E/k_BT),

k(T) = ∫₀^∞ σ(E) √(2E/m) f(E) dE.

The collision energy should be formed with the relative speed. For gas at 300 K and electrons near 2300 K, the ratio of thermal speeds, molecule to electron, is √[(300 K/T)(m/M)] ≈ 8×10⁻⁴, where M is the molecular mass. The relative speed is therefore the electron speed to about one part in a thousand.

**Part (b)**

*Find the electron temperature at which k(T) is largest, and show that there is one maximum. State what the mean electron energy is there.*

**Answer.** Across a sufficiently narrow band, the smooth factors √(2E/m) and f(E) hardly vary. They can be taken at E₀ and moved outside the integral, and what remains is ∫σ dE = S:

k(T) = S v₀ f(E₀), with v₀ = √(2E₀/m).

The speed v₀ belongs to the resonance and does not depend on T. With S fixed as well, the temperature enters through f(E₀) alone:

ln k = constant − (3/2) ln T − E₀/k_BT.

Differentiate with respect to ln T. Since d(1/T)/d ln T = −1/T, the last term contributes +E₀/k_BT:

d ln k/d ln T = E₀/k_BT − 3/2.

This slope falls steadily as T rises. It is positive when k_BT < 2E₀/3 and negative when k_BT > 2E₀/3, so k has a single maximum, at

k_BT* = 2E₀/3 = 0.20 eV,

T* = 0.20 eV/(8.617×10⁻⁵ eV/K) = 2321 K.

This is the temperature near 2300 K used for the speed estimate in part (a). Direct integration over the velocity distribution, with a Gaussian band of standard deviation 0.001 eV, also places the maximum at 2321 K.

The mean energy of a Maxwell distribution is 3k_BT/2. At the maximum it equals E₀ = 0.30 eV.

Two effects compete. At low T few electrons reach the resonance, and k is suppressed by exp(−E₀/k_BT). At high T the exponential tends to one, but the same number of electrons is spread over a volume of velocity space that grows as T^(3/2), so the fraction per unit energy near the fixed energy E₀ falls as T^(−3/2).

If a captured electron breaks the bond with a probability that does not depend on T, the rate coefficient for making radicals is k(T) times a constant, and it peaks at the same temperature.

**Part (c)**

*Calculate k(T\*) and the corresponding attachment time. How sharp is the maximum? Compare k(T\*) with its values at the temperatures where k_BT = E₀ and where the most probable electron energy equals E₀.*

**Answer.** The speed at resonance is v₀ = 3.2485×10⁷ cm/s. At T*, E₀/k_BT* = 3/2, so

f(E₀) = (2/√π) (0.20 eV)^(−3/2) (0.30 eV)^(1/2) e^(−3/2) = 1.542 eV⁻¹.

Therefore

k(T*) = (1.0×10⁻¹⁷ cm² eV)(3.2485×10⁷ cm/s)(1.542 eV⁻¹) = 5.0×10⁻¹⁰ cm³/s.

At 1.0 mTorr and 300 K the ideal-gas law gives an attaching-gas density n = 3.22×10¹³ cm⁻³. If attachment is the one process that changes the electron density nₑ, then dnₑ/dt = −n k nₑ. If collisions keep the distribution Maxwellian at T* while attachment removes electrons near E₀, and the attaching gas is in large excess, nₑ decays exponentially with time constant

τ = 1/(nk) = 1/[(3.22×10¹³ cm⁻³)(5.01×10⁻¹⁰ cm³/s)] = 62 μs.

The Maxwell condition has a limit. At k_BT = 0.2 eV the electron–electron collision rate is roughly 3×10⁶ s⁻¹ for nₑ = 10¹⁰ cm⁻³ and scales with nₑ, so it falls to the order of 1/τ near 10⁸ cm⁻³. If these collisions are what refill the resonance band, nₑ must lie well above that value, and the assumption weakens as nₑ decays.

For the shape of the maximum, divide k(T) by k(T*) and use E₀ = (3/2)k_BT*:

k(T)/k(T*) = (T*/T)^(3/2) exp[(3/2)(1 − T*/T)].

This ratio stays above 0.90 from 1631 K to 3462 K. The maximum is broad: its curvature, d² ln k/d(ln T)² = −E₀/k_BT, is −3/2 at the top. Using 2300 K in place of 2321 K lowers k by less than 0.01 percent. Away from the top the two sides differ. At 300 K the ratio is 8.8×10⁻⁴, while at 20 000 K it is still 0.15.

The condition k_BT = E₀ gives 3481 K, where the ratio is 0.897. For the other condition, the most probable energy follows from

d ln f/dE = 1/(2E) − 1/k_BT = 0, so E = k_BT/2.

Setting this equal to E₀ gives 6963 K, where the ratio is 0.52. That condition finds the energy at which f is largest for a given T. The question here is which T makes f largest at a given energy, and the normalizing factor T^(−3/2) then takes part in the competition.

**Part (d)**

*Let the band be a Gaussian of standard deviation s = 0.010 eV with the same S. Find the leading shift of the maximum, and state what "narrow" requires.*

**Answer.** Put β = 1/k_BT. The product of √(2E/m) and √E is proportional to E, so

k ∝ β^(3/2) ∫ E σ(E) e^(−βE) dE.

Differentiating the logarithm with respect to β and setting the result to zero gives

3/(2β) − ⟨E⟩ = 0, or (3/2)k_BT = ⟨E⟩,

where ⟨E⟩ is the mean energy with weight E σ(E) e^(−βE).

To evaluate it, complete the square in the exponent:

−(E − E₀)²/(2s²) − βE = −(E − μ)²/(2s²) − βE₀ + β²s²/2, with μ = E₀ − βs².

The weight is therefore E times a Gaussian centred at μ. Because E₀ is 30 standard deviations above zero, the lower limit of integration may be moved to −∞. The first two moments of the Gaussian are μ and μ² + s², so

⟨E⟩ = (μ² + s²)/μ = μ + s²/μ ≈ E₀ − βs² + s²/E₀,

where terms of order s⁴ have been dropped. In the small terms we may use the unshifted value β = 3/(2E₀):

⟨E⟩ ≈ E₀ − 3s²/(2E₀) + s²/E₀ = E₀ − s²/(2E₀).

The Boltzmann factor favours the lower edge of the band, while the factor E favours the upper edge. At the maximum the Boltzmann factor wins slightly. The relative shift of T* is

ΔT/T* = −s²/(2E₀²) = −(0.010)²/(2 × 0.30²) = −5.6×10⁻⁴,

which is −1.3 K. Numerical maximization of the velocity integral gives −1.29 K.

The size of k changes too. The constant terms in the completed square and the mean μ give

k(finite s)/k(narrow) = (1 − βs²/E₀) exp(β²s²/2).

Relative to the narrow limit, the change is −0.04 percent at T* but +6.4 percent at 300 K, where k_BT is about 0.026 eV and s is no longer small beside it. "Narrow" thus requires both s ≪ E₀ and s ≪ k_BT. At fixed s the second condition fails when the electrons are cold enough. At fixed S the band also cannot be made arbitrarily narrow. Its peak height is S/(s√(2π)), while s-wave capture is bounded by π/κ², with κ the electron wave number; this bound is 4.0×10⁻¹⁵ cm² at 0.30 eV, and higher partial waves raise it by 2l + 1. The band with s = 0.010 eV reaches a tenth of the s-wave bound. The band with s = 0.001 eV used in part (b) reaches all of it and serves only as a numerical check of the limit. The tenfold hot band of part (e) needs s of at least about 0.007 eV.

**Part (e)**

*Show why the molecular state distribution had to be held fixed. As a contrasting case, let attachment occur from the ground level of a harmonic vibration alone, with the molecules heated to the electron temperature. Then return to gas at 300 K and estimate the effect of a hot band at E₀ − 0.08 eV.*

**Answer.** If S depends on T, its slope adds to the result of part (b), and the condition for a maximum becomes

E₀/k_BT − 3/2 + d ln S/d ln T = 0.

*Molecules heated with the electrons.* Let y = hν/k_BT with hν = 0.08 eV. The level populations are proportional to 1, e^(−y), e^(−2y), and so on. This geometric series sums to 1/(1 − e^(−y)), so the ground-level population is p₀ = 1 − e^(−y). Since dy/d ln T = −y,

d ln p₀/d ln T = −y e^(−y)/(1 − e^(−y)) = −y/(e^y − 1).

With S proportional to p₀, the condition is

E₀/k_BT = 3/2 + y/(e^y − 1).

As T rises the left side falls, while the right side grows from 3/2 towards 5/2, so there is one solution. It lies at 1560 K. To verify this, k_BT = 0.1344 eV gives y = 0.595; the left side is 2.23, and the right side is 1.5 + 0.73 = 2.23. The maximum has moved down by 33 percent, because heating now also removes molecules from the level that attaches. The figure of 2321 K therefore belongs to hot electrons in a gas whose state populations do not follow them.

*Hot band at a fixed 300 K.* Fixed populations are not sufficient if different levels attach at different energies. Let wᵢ be the share of the total rate carried by the resonance at Eᵢ. Each contribution has slope Eᵢ/k_BT − 3/2, and the slope of ln k is the average of these with weights wᵢ. At the maximum, therefore,

Σ wᵢEᵢ = (3/2)k_BT.

The first excited level has 0.0453 of the ground-level population at 300 K, and its resonance lies at 0.22 eV. Levels above it are neglected. If a molecule in either level has the same integrated cross section, the maximum moves to 2292 K, a shift of −1.3 percent.

If the excited level is ten times stronger, the maximum lies at 2110 K, a shift of −9.1 percent. There k_BT = 0.182 eV, and the ratio of hot to cold rates is

10 × 0.0453 × (0.22/0.30) × exp(0.08/0.182) ≈ 0.52.

The hot share is 0.52/1.52 ≈ 0.34, and the mean resonance energy is 0.30 − 0.34 × 0.08 ≈ 0.273 eV. This equals 3k_BT/2, as required. A small population can matter when its resonance is strong and lies at an energy where electrons are more plentiful. If the second excited level attached at 0.14 eV and were much stronger again, it could not be neglected either, and it would lower the maximum further: with strengths in the ratio 1 : 10 : 100 for the three levels, the maximum lies near 1960 K.

**Part (f)**

*Replace the Maxwell distribution by the Druyvesteyn form f_D(E) ∝ √E exp[−(E/a)²], whose tail falls faster. Find the maximum and express it as an equivalent temperature, defined by (3/2)k_BT_eq = mean energy. Then judge the use of 2300 K for a real plasma.*

**Answer.** The substitution x = (E/a)² gives

∫₀^∞ √E exp[−(E/a)²] dE = (a^(3/2)/2) Γ(3/4),

∫₀^∞ E^(3/2) exp[−(E/a)²] dE = (a^(5/2)/2) Γ(5/4).

The first integral shows that the normalized density at E₀ is proportional to a^(−3/2) exp[−(E₀/a)²]. Its logarithmic slope in a vanishes when

−3/2 + 2(E₀/a)² = 0, so a = 2E₀/√3 = 0.346 eV.

The ratio of the second integral to the first is the mean energy:

⟨E⟩ = a Γ(5/4)/Γ(3/4) = 0.256 eV.

The equivalent temperature is

T_eq = (2/3)(0.2562 eV)/(8.617×10⁻⁵ eV/K) = 1982 K,

which is 15 percent below the Maxwell result. The equality between mean energy and resonance energy found in part (b) is thus a property of the Maxwell distribution, not of narrow resonances in general.

*Comparison with a real plasma.* Electron temperatures from a few eV down to a few hundredths of an eV are roughly what the off phase of a low-pressure etch plasma covers, so the cooling electrons can pass through the maximum. A partial pressure of 1 mTorr is a plausible rough value; the strength S is a chosen value, and k scales in proportion to it. The time of 62 μs assumes a constant temperature, whereas real electrons cool during attachment, and the loss must then be integrated along the cooling curve. The Maxwell distribution is also an assumption: for the Druyvesteyn form, taken here only as an example of a faster-falling tail, the maximum, expressed as an equivalent temperature, moves by −15 percent. A strong hot band moves it by −9 percent in the case treated, and a gas hotter than 300 K, or one whose vibrations are excited by electron impact, would have a larger excited population. Attachment near zero energy, excluded here, would need its own term in k(T). It is strong in some etch gases, SF₆ for example, and there k can keep rising as the electrons cool, with no maximum near 2300 K. With these conditions stated, 2300 K is a sound estimate for the single-resonance Maxwell model, while the variants calculated here with populations fixed at 300 K, each taken alone, put the maximum between about 2000 and 2300 K. A hot band stronger than those treated, or several effects acting together, can move it lower, and a distribution whose tail falls more slowly than the Maxwell form can move it higher. The numerical output gives the individual values.

Computed results

```
resonance energy E0: 0.30 eV
integrated cross section S: 1.0e-17 cm^2 eV
band standard deviation s: 0.010 eV
gas temperature: 300 K
attaching gas pressure: 1.0 mTorr
molecular mass: 100 u
vibrational quantum: 0.08 eV
Boltzmann constant: 8.617333e-05 eV/K
kB*T at peak: 0.2000 eV
peak temperature, formula: 2320.9 K
peak temperature, quadrature with s = 0.001 eV: 2320.9 K
curvature of ln k in ln T at peak: -1.5000
mean electron energy at peak: 0.3000 eV
electron speed at E0: 3.2485e+07 cm/s
Maxwell energy density at E0, at peak: 1.5418 1/eV
peak rate coefficient: 5.009e-10 cm^3/s
attaching gas number density: 3.219e+13 cm^-3
attachment time at peak: 62.0 microseconds
k at 300 K: 4.407e-13 cm^3/s, ratio to peak 8.800e-04
k at 1000 K: 2.442e-10 cm^3/s, ratio to peak 4.875e-01
k at 2300 K: 5.008e-10 cm^3/s, ratio to peak 9.999e-01
k at 5000 K: 3.538e-10 cm^3/s, ratio to peak 7.065e-01
k at 20000 K: 7.456e-11 cm^3/s, ratio to peak 1.489e-01
k above 90 percent of peak: from 1631 K to 3462 K
wrong criterion kB*T = E0: 3481 K, k ratio to peak 0.897
wrong criterion kB*T/2 = E0: 6963 K, k ratio to peak 0.523
peak shift from band width s: -1.29 K
change of k from band width at 300 K: 6.379 percent
change of k from band width at 2321 K: -0.042 percent
hot-level to ground-level population at 300 K: 0.0453
hot-band resonance energy: 0.22 eV
peak with hot band of strength ratio 1: 2292 K, shift -1.3 percent
peak with hot band of strength ratio 10: 2110 K, shift -9.1 percent
Druyvesteyn parameter a at peak: 0.3464 eV
Druyvesteyn mean energy at peak: 0.2562 eV
Druyvesteyn equivalent peak temperature: 1982 K, shift -14.6 percent
thermal speed ratio, molecule to electron, at peak: 8.42e-04
peak if molecules are heated with the electrons: 1560 K, shift -32.8 percent
```
